# Inverse Iteration with the Full Jacobian for One-Orbital Nonlinear Eigenproblems: a numerical check

```python
"""
Result under test: for A(v) v = lam v with A(c v) = A(v), the iteration
    v_new ~ (J(v) - sigma)^(-1) v,   J = d[A(v) v]/dv,
converges locally with rate |lam - sigma| / min_j |mu_j - sigma|,
where mu_j are the eigenvalues of J at the solution other than lam.

Model (atomic units): two opposite-spin electrons in one orbital, harmonic
trap, soft Coulomb repulsion W, restricted Hartree-Fock on a sine grid.
v: orbital coefficients, v.v = 1; h: one-electron matrix;
A(v) = h + diag(W v^2)/(v.v); sigma: shift; eps_j: eigenvalues of A.
"""
import numpy as np
from scipy.linalg import null_space

OMEGA, SOFT, BOX, N = 0.5, 1.0, 20.0, 79
MIXING = 0.2


def build(n):
    k = np.arange(1, n + 1)
    x = -BOX / 2 + BOX * k / (n + 1)
    U = np.sqrt(2 / (n + 1)) * np.sin(np.pi * np.outer(k, k) / (n + 1))
    T = (U * (0.5 * (np.pi * k / BOX) ** 2)) @ U.T
    h = T + np.diag(0.5 * OMEGA**2 * x**2)
    W = 1 / np.sqrt((x[:, None] - x[None, :]) ** 2 + SOFT**2)
    return x, h, W


def damped_scf(h, W, iterations=300):
    density = np.linalg.eigh(h)[1][:, 0] ** 2
    for _ in range(iterations):
        e, c = np.linalg.eigh(h + np.diag(W @ density))
        density = density + MIXING * (c[:, 0] ** 2 - density)
    v = c[:, 0] * np.sign(c[:, 0].sum())
    return e[0], v


x, h, W = build(N)
I = np.eye(N)


def A(v):
    return h + np.diag(W @ v**2) / (v @ v)


def F(v):
    return A(v) @ v


def J(v):
    s = v @ v
    return (A(v) + 2 * v[:, None] * W * v[None, :] / s
            - 2 * np.outer(v * (W @ v**2), v) / s**2)


def J_without_invariance(v):
    return h + np.diag(W @ v**2) + 2 * v[:, None] * W * v[None, :]


def inverse_step(matrix, sigma):
    def step(v):
        w = np.linalg.solve(matrix(v) - sigma * I, v)
        w = w / np.linalg.norm(w)
        return w * np.sign(w @ v)
    return step


def scf_step(v):
    w = np.linalg.eigh(A(v))[1][:, 0]
    return w * np.sign(w @ v)


def gaussian(shift, exponent=OMEGA):
    g = np.exp(-0.5 * exponent * (x - shift) ** 2)
    return g / np.linalg.norm(g)


# Reference solution by damped diagonalization, and grid check
lam, vstar = damped_scf(h, W)
residual = np.linalg.norm(F(vstar) - lam * vstar)
assert residual < 1e-11
_, h_fine, W_fine = build(2 * N + 1)
lam_fine = damped_scf(h_fine, W_fine)[0]
assert abs(lam_fine - lam) < 1e-6


def error(v):
    return np.linalg.norm(v * np.sign(v @ vstar) - vstar)


def measure(step, v, stop=1e-8):
    errors = [error(v)]
    while errors[-1] > stop and len(errors) < 500:
        v = step(v)
        errors.append(error(v))
    assert errors[-1] <= stop
    return errors[-1] / errors[-2], len(errors) - 1


# Jacobian and its two identities at an arbitrary, unnormalized vector
rng = np.random.default_rng(3)
u = 1.7 * gaussian(0.8) + 0.05 * rng.standard_normal(N)
d = 1e-5
J_fd = np.array([(F(u + d * c) - F(u - d * c)) / (2 * d) for c in I]).T
jac_dev = np.abs(J_fd - J(u)).max()
assert jac_dev < 1e-7
euler_dev = np.abs(J_fd @ u - A(u) @ u).max()
assert euler_dev < 1e-7
direction = rng.standard_normal(N)
direction /= np.linalg.norm(direction)
dJ = (J(u + d * direction) - J(u - d * direction)) / (2 * d)
assert np.linalg.norm(dJ @ u) < 1e-7
assert np.linalg.norm(dJ) > 1e-2

# Spectrum of the Jacobian at the solution
Js = J(vstar)
values, vectors = np.linalg.eig(Js)
assert np.abs(values.imag).max() < 1e-8
order = np.argsort(values.real)
values, vectors = values.real[order], vectors.real[:, order]
target = np.argmin(np.abs(values - lam))
assert abs(values[target] - lam) < 1e-9
mu = np.delete(values, target)
mu_vec = np.delete(vectors, target, axis=1)
V = null_space(vstar[None, :])
Js_fd = np.array([(F(vstar + d * c) - F(vstar - d * c)) / (2 * d)
                  for c in I]).T
M_fd = V.T @ Js_fd @ V
assert np.abs(M_fd - M_fd.T).max() < 1e-7
eps = np.linalg.eigvalsh(A(vstar))
parity = np.sum(mu_vec * mu_vec[::-1], axis=0) / np.sum(mu_vec**2, axis=0)
mu_even = mu[np.where(parity > 0.5)[0][0]]
assert parity[0] < -0.99

print("trap frequency, softening (a.u.):", OMEGA, SOFT)
print("box length (bohr), grid points:", BOX, N)
print(f"target eigenvalue lambda (hartree): {lam:.6f}")
print(f"lambda change on doubled grid (hartree): {abs(lam_fine-lam):.1e}")
print(f"residual norm of reference (hartree): {residual:.1e}")
print("next three mu_j of J (hartree):", np.round(mu[:3], 6))
print("next three eps_j of A (hartree):", np.round(eps[1:4], 6))
print(f"lowest even mu_j (hartree): {mu_even:.6f}")
print(f"largest deviation, J formula vs differences: {jac_dev:.1e}")

# Derivative of the complete iteration map against predicted spectrum
sigma = 0.5
step = inverse_step(J, sigma)
t = 1e-4
D = np.array([(step(vstar + t * c) - step(vstar - t * c)) / (2 * t)
              for c in V.T]).T
map_values = np.linalg.eigvals(V.T @ D)
assert np.abs(map_values.imag).max() < 1e-6
map_dev = np.abs(np.sort(map_values.real)
                 - np.sort((lam - sigma) / (mu - sigma))).max()
assert map_dev < 1e-6
print(f"map derivative spectrum, largest deviation: {map_dev:.1e}")

# Observed rates; tolerance covers the finite number of steps
start = gaussian(0.5)
print(f"start error, Gaussian displaced 0.5 bohr: {error(start):.4f}")
print("shift (hartree) | predicted rate | observed rate | steps to 1e-8")
for sigma in (0.0, 0.5, 0.8, 1.0):
    predicted = abs(lam - sigma) / np.abs(mu - sigma).min()
    observed, steps = measure(inverse_step(J, sigma), start)
    print(f"  {sigma:.1f} | {predicted:.5f} | {observed:.5f} | {steps}")
    assert abs(observed / predicted - 1) < 2e-3
    if sigma == 0.5:
        wrong = abs(lam - sigma) / np.abs(eps[1:] - sigma).min()
        assert abs(observed - wrong) > 0.02
        print(f"  0.5 with eps_j in place of mu_j: {wrong:.5f}")

# A symmetric start sees only even eigenvectors
predicted = (lam - 0.5) / (mu_even - 0.5)
observed, steps = measure(inverse_step(J, 0.5), gaussian(0.0, 1.0))
print(f"even start, shift 0.5: predicted {predicted:.5f},"
      f" observed {observed:.5f}")
assert abs(observed / predicted - 1) < 2e-3

# A shift nearer to the next eigenvalue makes the solution repelling
sigma = lam + 0.7 * (mu[0] - lam)
predicted = abs(lam - sigma) / np.abs(mu - sigma).min()
v = vstar + 1e-8 * start
v /= np.linalg.norm(v)
step = inverse_step(J, sigma)
errors = [error(v)]
while errors[-1] < 1e-4 and len(errors) < 100:
    v = step(v)
    errors.append(error(v))
growth = errors[-1] / errors[-2]
print(f"repelling shift (hartree): {sigma:.6f}")
print(f"  growth per step: predicted {predicted:.5f}, observed {growth:.5f}")
assert errors[-1] >= 1e-4 and abs(growth / predicted - 1) < 2e-3

# A in place of J, with the shift close to the target; and plain SCF
sigma = lam - 1e-3
As = A(vstar)
response = V.T @ (Js - As) @ V
A_perp = V.T @ As @ V
Ip = np.eye(N - 1)
K = np.linalg.solve(A_perp - sigma * Ip, (lam - sigma) * Ip - response)
rate_A = np.abs(np.linalg.eigvals(K)).max()
rate_scf = np.abs(np.linalg.eigvals(
    np.linalg.solve(A_perp - lam * Ip, -response))).max()
rate_J = abs(lam - sigma) / np.abs(mu - sigma).min()
obs_A, steps_A = measure(inverse_step(A, sigma), start)
obs_scf, steps_scf = measure(scf_step, start)
_, steps_J = measure(inverse_step(J, sigma), start)
print("shift 0.001 hartree below lambda:")
print(f"  with J: predicted rate {rate_J:.5f}, steps {steps_J}")
print(f"  with A: predicted {rate_A:.5f}, observed {obs_A:.5f},"
      f" steps {steps_A}")
print(f"plain SCF: predicted {rate_scf:.5f}, observed {obs_scf:.5f},"
      f" steps {steps_scf}")
assert abs(obs_A / rate_A - 1) < 2e-3
assert abs(obs_scf / rate_scf - 1) < 2e-3
assert steps_J < steps_A

# Newton on the bordered system: same direction, quadratic joint error
v = gaussian(0.3)
value = v @ F(v)
joint = [np.hypot(error(v), value - lam)]
direction_dev = 0.0
while joint[-1] > 1e-8 and len(joint) < 20:
    B = np.block([[J(v) - value * I, -v[:, None]],
                  [v[None, :], np.zeros((1, 1))]])
    rhs = -np.append(F(v) - value * v, 0.0)
    change = np.linalg.solve(B, rhs)
    newton = v + change[:-1]
    newton /= np.linalg.norm(newton)
    inverse = inverse_step(J, value)(v)
    direction_dev = max(direction_dev, np.linalg.norm(newton - inverse))
    v, value = newton, value + change[-1]
    joint.append(np.hypot(error(v), value - lam))
assert joint[-1] < 1e-8 and direction_dev < 1e-8
print("Newton joint errors (a.u.):", " ".join(f"{e:.2e}" for e in joint))
ratios = [b / a**2 for a, b in zip(joint, joint[1:]) if b > 1e-12]
print("error / previous error squared:", " ".join(f"{r:.3f}" for r in ratios))
print(f"Newton vs inverse-iteration direction: {direction_dev:.1e}")
assert len(ratios) >= 2 and max(ratios) < 10

# Without scale invariance the iteration solves another problem:
# the same trap with tripled repulsion, solved separately by damped SCF
lam_triple, v_triple = damped_scf(h, 3 * W)


def triple_residual(v):
    Hv = h @ v + 3 * (W @ v**2) * v
    return np.linalg.norm(Hv - (v @ Hv) * v)


V3 = null_space(v_triple[None, :])
A3 = V3.T @ (h + np.diag(3 * W @ v_triple**2)) @ V3
R3 = V3.T @ (6 * v_triple[:, None] * W * v_triple[None, :]) @ V3
strength = np.linalg.eigvals(np.linalg.solve(A3 - lam_triple * Ip, R3)).real
factors = [np.abs(1 - m * (1 + strength)).max() for m in (0.4, MIXING)]

v = start
step = inverse_step(J_without_invariance, 0.0)
for _ in range(1000):
    v = step(v)
triple_dev = np.linalg.norm(v - v_triple)
kappa = v @ J_without_invariance(v) @ v
print("tripled repulsion, SCF error factor per step at mixing 0.4 and"
      f" {MIXING}: {factors[0]:.4f} {factors[1]:.4f}")
print(f"  residuals (hartree): SCF {triple_residual(v_triple):.1e},"
      f" iteration {triple_residual(v):.1e}")
print(f"no invariance: distance from true orbital {error(v):.5f}")
print(f"  distance from tripled-repulsion orbital {triple_dev:.1e}")
print(f"  its eigenvalue (hartree): {kappa:.6f}, by SCF {lam_triple:.6f}")
assert triple_residual(v_triple) < 1e-10
assert triple_residual(v) < 1e-10
assert triple_dev < 1e-8 and error(v) > 1e-2
assert abs(kappa - lam_triple) < 1e-8

print("all good")
```

It prints:

```
trap frequency, softening (a.u.): 0.5 1.0
box length (bohr), grid points: 20.0 79
target eigenvalue lambda (hartree): 0.929182
lambda change on doubled grid (hartree): 3.3e-12
residual norm of reference (hartree): 3.8e-14
next three mu_j of J (hartree): [1.575062 1.874947 2.288411]
next three eps_j of A (hartree): [1.313155 1.748872 2.204558]
lowest even mu_j (hartree): 1.874947
largest deviation, J formula vs differences: 3.8e-10
map derivative spectrum, largest deviation: 4.3e-09
start error, Gaussian displaced 0.5 bohr: 0.2493
shift (hartree) | predicted rate | observed rate | steps to 1e-8
  0.0 | 0.58993 | 0.58993 | 33
  0.5 | 0.39922 | 0.39922 | 19
  0.5 with eps_j in place of mu_j: 0.52780
  0.8 | 0.16667 | 0.16667 | 10
  1.0 | 0.12315 | 0.12315 | 9
even start, shift 0.5: predicted 0.31214, observed 0.31214
repelling shift (hartree): 1.381298
  growth per step: predicted 2.33333, observed 2.33333
shift 0.001 hartree below lambda:
  with J: predicted rate 0.00155, steps 4
  with A: predicted 0.74281, observed 0.74281, steps 58
plain SCF: predicted 0.74721, observed 0.74721, steps 58
Newton joint errors (a.u.): 1.72e-01 2.85e-02 5.68e-04 2.44e-07 3.53e-14
error / previous error squared: 0.959 0.698 0.756
Newton vs inverse-iteration direction: 4.2e-15
tripled repulsion, SCF error factor per step at mixing 0.4 and 0.2: 1.0598 0.8000
  residuals (hartree): SCF 3.7e-14, iteration 7.3e-15
no invariance: distance from true orbital 0.18548
  distance from tripled-repulsion orbital 1.8e-14
  its eigenvalue (hartree): 2.130453, by SCF 2.130453
all good
```
